# Relativistic mass shift operators in radial form, with heliumlike 1s2p levels

A nucleus of finite mass $M$ recoils against its electrons and shifts every level by an amount that is, to leading order, proportional to $1/M$. This problem turns the relativistic recoil operator into radial integrals and angular factors, and applies them to the 1s2p levels of a heliumlike ion.

**Conventions.** Atomic units are used, with $M$ in electron masses and $c\simeq137$. The nucleus is a spinless point charge $Z$, and $V=-Z/r$. Orbitals are
$$\psi=\frac1r\begin{pmatrix}P\,\Omega_{\kappa m}\\ iQ\,\Omega_{-\kappa m}\end{pmatrix},\qquad \sigma\!\cdot\!L\,\Omega_\kappa=-(1+\kappa)\Omega_\kappa,\qquad \sigma_r\Omega_\kappa=-\Omega_{-\kappa},$$
where $\sigma_r=\sigma\cdot\hat r$, $\alpha_r=\alpha\cdot\hat r$ and $\int(P^2+Q^2)dr=1$. Energies $E$ include the rest energy $c^2$, and $\gamma=\sqrt{\kappa^2-Z^2/c^2}$.

## (a) The operator

*In the centre-of-mass frame, find the recoil operator to first order in $1/M$, with the electron–nucleus current interaction taken in Breit form. Separate its one- and two-electron parts and show that it is Hermitian.*

**Solution.** The nuclear momentum is $-\sum_jp_j$, so the nuclear kinetic energy is $(\sum_jp_j)^2/2M$. The Breit interaction of charges $q_1,q_2$ with velocities $v_1,v_2$ is $-(q_1q_2/2c^2r)[v_1\cdot v_2+(v_1\cdot\hat r)(v_2\cdot\hat r)]$. For an electron, $q_1=-1$ and $v_1=c\alpha$; for the nucleus, $q_2=Z$ and $v_2=-\sum_jp_j/M$. The interaction is therefore $-\sum_{ij}D_i\cdot p_j/M$, with
$$D=\frac{Z}{2cr}\,[\alpha+\hat r\,\alpha_r].$$
Separating $i=j$ from $i\ne j$ gives
$$H=\frac1M\sum_i\Big[\frac{p_i^2}{2}-D_i\!\cdot\!p_i\Big]+\frac1M\sum_{i<j}\big[p_i\!\cdot\!p_j-D_i\!\cdot\!p_j-p_i\!\cdot\!D_j\big].$$
The first sum is the normal mass shift (NMS), the second the specific mass shift (SMS).

For $i\neq j$ the factors commute. For $i=j$ we need $\nabla\cdot D=0$. With $x$ the position vector,
$$\nabla\!\cdot\!\frac{\alpha}{r}=-\frac{\alpha\cdot x}{r^3},\qquad \nabla\!\cdot\!\frac{x(\alpha\cdot x)}{r^3}=(3+1-3)\frac{\alpha\cdot x}{r^3},$$
and the two cancel. The flux of $D$ through a small sphere vanishes with its radius, so no delta function is hidden at the origin. Hence $p\cdot D=D\cdot p$.

A term $D_i\cdot D_j$ and frequency-dependent recoil effects lie outside this approximation.

## (b) Radial form of the normal mass shift

*Reduce the one-electron operator between orbitals $a,b$ of equal $\kappa,m$.*

**Solution.** Each component obeys $\nabla^2(F/r)=(F''-l(l+1)F/r^2)/r$, with $l(l+1)=\kappa(\kappa+1)$ for $P$ and $\kappa(\kappa-1)$ for $Q$. One integration by parts gives
$$\tfrac12\langle p^2\rangle_{ab}=\tfrac12\!\int\!\Big[P_a'P_b'+\tfrac{\kappa(\kappa+1)}{r^2}P_aP_b+Q_a'Q_b'+\tfrac{\kappa(\kappa-1)}{r^2}Q_aQ_b\Big]dr.$$
The boundary term behaves as $r^{2\gamma-1}$ and vanishes if $\gamma>\tfrac12$.

For $D\cdot p$ we need $\alpha\cdot p$ and $\alpha_r(\hat r\cdot p)$. Since $\sigma_r^2=1$,
$$\sigma\!\cdot\!p=\sigma_r(\sigma_r\,\sigma\!\cdot\!p)=-i\sigma_r\Big(\partial_r-\frac{\sigma\cdot L}{r}\Big),\qquad \sigma\!\cdot\!p\,\frac Fr\Omega_\kappa=\frac ir\Big(F'+\frac{\kappa F}{r}\Big)\Omega_{-\kappa}.$$
Thus $\alpha\cdot p$ contributes the integrand
$$-P_a(Q_b'-\kappa Q_b/r)+Q_a(P_b'+\kappa P_b/r).$$
With $\hat r\cdot p=-i\partial_r$, the second operator contributes
$$-P_a(Q_b'-Q_b/r)+Q_a(P_b'-P_b/r).$$
Adding them,
$$\langle D\!\cdot\!p\rangle_{ab}=\frac{Z}{2c}\!\int\!\frac{dr}{r}\Big[2(Q_aP_b'-P_aQ_b')+\frac{\kappa(P_aQ_b+Q_aP_b)+P_aQ_b-Q_aP_b}{r}\Big].$$
For $a=b$ this becomes $(Z/c)\int[QP'-PQ'+\kappa PQ/r]\,dr/r$.

## (c) A closed result for Coulomb orbitals

*Evaluate the diagonal NMS for a hydrogenic Dirac orbital with $\gamma>\frac12$.*

**Solution.** From (b), the radial Dirac equations are
$$cP'=-\frac{c\kappa}{r}P+(E+c^2-V)Q,\qquad cQ'=\frac{c\kappa}{r}Q-(E-c^2-V)P.$$
Two identities are needed.

First, the expectation value of $i[H_D,r\cdot p]=c\alpha\cdot p-r\cdot\nabla V$ vanishes. For a Coulomb field $r\cdot\nabla V=-V$, so $\langle c\alpha\cdot p\rangle=-\langle V\rangle$ and $\langle\beta\rangle=E/c^2$.

Second, the expectation value of the commutator of $d/dr$ with the radial Hamiltonian vanishes, again for $\gamma>\frac12$. The $r$-dependent terms are $V$ on the diagonal and $c\kappa/r$ off it, so
$$Z\!\int\!\frac{P^2+Q^2}{r^2}dr=2c\kappa\!\int\!\frac{PQ}{r^2}dr.$$

Now $c\alpha\cdot p\,\psi=(E-V-c^2\beta)\psi$. Squaring the norm of both sides,
$$c^2\langle p^2\rangle=c^4-E^2-2E\langle V\rangle+\langle V^2\rangle+2c^2\langle\beta V\rangle,$$
where $\langle\beta\rangle=E/c^2$ turned $E^2-2c^2E\langle\beta\rangle$ into $-E^2$. The radial equations also give
$$c\Big(QP'-PQ'+\frac{\kappa PQ}{r}\Big)=(E-V)(P^2+Q^2)-c^2(P^2-Q^2)-\frac{c\kappa PQ}{r}.$$
Multiplying by $-2Z/r=2V$ and integrating,
$$-2c^2\langle D\!\cdot\!p\rangle=2E\langle V\rangle-2\langle V^2\rangle-2c^2\langle\beta V\rangle+2c\kappa Z\!\int\!\frac{PQ}{r^2}dr.$$
The last term equals $\langle V^2\rangle$ by the second identity. In the sum everything except $c^4-E^2$ cancels:
$$M\,\mathrm{NMS}=\frac{c^4-E^2}{2c^2}=\frac{Z^2}{2N^2},\qquad N^2=n_r^2+2n_r\gamma+\kappa^2.$$
The last form follows from $E=c^2[1+Z^2/c^2(n_r+\gamma)^2]^{-1/2}$, with $n_r=n-|\kappa|$. For $n_r=0$, $N=n$, and the shift equals its nonrelativistic value $Z^2/2n^2$, although its two parts separately do not.

## (d) Reduced matrix element of the momentum

*Separate the angular and radial factors of $\langle a|p|b\rangle$.*

**Solution.** Define reduced elements by
$$\langle a|T_q|b\rangle=(-1)^{j_a-m_a}\begin{pmatrix}j_a&1&j_b\\-m_a&q&m_b\end{pmatrix}\langle a\|T\|b\rangle.$$
For the unit vector $C^1=\hat r$, with $l$ coupled before spin and $l_a+l_b$ odd,
$$\langle a\|C^1\|b\rangle=(-1)^{j_a+\frac12}\sqrt{(2j_a+1)(2j_b+1)}\begin{pmatrix}j_a&j_b&1\\-\frac12&\frac12&0\end{pmatrix}.$$
Otherwise it is zero. The small components have the same angular factor, because $\hat r$ commutes with $\sigma_r$ and $\sigma_r^2=1$.

Use $\nabla=\frac12[\nabla^2,r]$. Since $(rP_b)''=rP_b''+2P_b'$, the second derivatives cancel, leaving $P_b'$ and half the difference of the centrifugal terms. Thus $\langle a\|p\|b\rangle=-i\langle a\|C^1\|b\rangle R_{ab}$, with
$$\begin{aligned}R_{ab}=\int dr\Big\{&P_a\Big[P_b'-\frac{\kappa_a(\kappa_a+1)-\kappa_b(\kappa_b+1)}{2r}P_b\Big]\\&+Q_a\Big[Q_b'-\frac{\kappa_a(\kappa_a-1)-\kappa_b(\kappa_b-1)}{2r}Q_b\Big]\Big\}.\end{aligned}$$
Integration by parts shows $R_{ba}=-R_{ab}$.

## (e) Reduced matrix element of $D$

*Do the same for $D$.*

**Solution.** The product rule for Pauli matrices gives
$$\sigma_i\sigma_r=\hat r_i+i\epsilon_{ikl}\hat r_k\sigma_l=\hat r_i+[\sigma\!\cdot\!L,\hat r_i],$$
where the last step uses $[L_j,\hat r_i]=i\epsilon_{jik}\hat r_k$. Between $\Omega_{\kappa_a}$ and $\Omega_{\kappa_b}$ the commutator supplies the factor $\kappa_b-\kappa_a$. With $\sigma_r\Omega_{\kappa_b}=-\Omega_{-\kappa_b}$,
$$\langle\kappa_a|\sigma|{-\kappa_b}\rangle=(\kappa_a-\kappa_b-1)\langle\kappa_a|\hat r|\kappa_b\rangle.$$
Changing both signs of $\kappa$ gives $\langle-\kappa_a|\sigma|\kappa_b\rangle=(\kappa_b-\kappa_a-1)\langle\kappa_a|\hat r|\kappa_b\rangle$.

The component products are $iP_aQ_b$ and $-iQ_aP_b$. Hence $\alpha$ gives $i[(\kappa_a-\kappa_b-1)P_aQ_b+(\kappa_a-\kappa_b+1)Q_aP_b]$, while $\hat r\alpha_r$ gives $i[-P_aQ_b+Q_aP_b]$. Therefore $\langle a\|D\|b\rangle=+i\langle a\|C^1\|b\rangle T_{ab}$, with
$$T_{ab}=\frac Z{2c}\int\frac{dr}{r}\big[(\kappa_a-\kappa_b-2)P_aQ_b+(\kappa_a-\kappa_b+2)Q_aP_b\big].$$
Interchanging labels gives $T_{ba}=-T_{ab}$. Since $Q/P$ is of order $Z/c$ and $1/r$ of order $Z$, $T/R$ is of order $(Z/c)^2$.

## (f) Coupled two-electron element

*Find the SMS between antisymmetrized pairs $(ab)J$ and $(cd)J$ with $a\neq b$, $c\neq d$.*

**Solution.** For two rank-one operators acting on different electrons, the recoupling theorem reads
$$\begin{aligned}\langle(ab)J|T_1\!\cdot\!U_2|(cd)J\rangle={}&(-1)^{j_c+j_b+J}\begin{Bmatrix}J&j_b&j_a\\1&j_c&j_d\end{Bmatrix}\\&\times\langle a\|T\|c\rangle\langle b\|U\|d\rangle.\end{aligned}$$
The product $p\cdot p$ brings $(-i)^2=-1$. Each $-D\cdot p$ term brings $-(i)(-i)=-1$. All three terms thus enter with one sign:
$$\begin{aligned}X_J(ab,cd)={}&-(-1)^{j_c+j_b+J}\begin{Bmatrix}J&j_b&j_a\\1&j_c&j_d\end{Bmatrix}\langle a\|C^1\|c\rangle\langle b\|C^1\|d\rangle\\&\times(R_{ac}R_{bd}+T_{ac}R_{bd}+R_{ac}T_{bd}).\end{aligned}$$
Exchanging the electrons in the right-hand state reverses its coupling order and costs $(-1)^{j_c+j_d-J}$. Hence
$$M\langle ab;J|\mathrm{SMS}|cd;J\rangle=X_J(ab,cd)-(-1)^{j_c+j_d-J}X_J(ab,dc).$$
A pair with two electrons in the same shell needs an extra factor $1/\sqrt2$ for normalization. These elements and those of (b) suffice for a many-electron configuration expansion, because the operator contains no three-electron terms.

As a test, the spinors were differentiated in Cartesian coordinates and integrated in three dimensions. This confirmed the diagonal NMS parts and the pair formula, including an element with both direct and exchange terms.

## (g) The 1s2p levels

*Specialize to 1s2p, and set up the mixing of the two $J=1$ states by Coulomb repulsion.*

**Solution.** Write $s=1s$, $b=2p_j$, $d=2p_{j'}$, $R_j=R_{s,2p_j}$ and $T_j=T_{s,2p_j}$. Parity removes the direct part. The exchange part contains $R_{sd}R_{bs}=-R_jR_{j'}$, and likewise for the terms with $T$. So
$$M\,\mathrm{SMS}_J(j,j')=W_J(j,j')\,[R_jR_{j'}+R_jT_{j'}+T_jR_{j'}].$$
Let $C_j=\langle s\|C^1\|2p_j\rangle$, for which $C_{1/2}=-\sqrt{2/3}$ and $C_{3/2}=-2/\sqrt3$. The reversed element is $(-1)^{j-1/2}C_j$. Collecting phases,
$$W_J(j,j')=-\begin{Bmatrix}J&j&\frac12\\1&j'&\frac12\end{Bmatrix}C_jC_{j'}.$$

- For $J=0$ and $J=2$ the 6j symbols are $\frac12$ and $\frac14$, so $W_0=W_2=-\frac13$.
- For $J=1$ they are $\frac16$ for $(\frac12,\frac12)$, $-\frac1{12}$ for $(\frac32,\frac32)$ and $-\frac13$ for $(\frac12,\frac32)$. The factors are $-\frac19$, $\frac19$ and $2\sqrt2/9$.

The Coulomb repulsion is $\sum_k(r_<^k/r_>^{k+1})\,C^k_1\cdot C^k_2$. Parity and the triangle rule leave $k=0$ in the direct term, which is diagonal in $j$, and $k=1$ in the exchange term. The latter has the same angular algebra, hence the same $W_J$:
$$H_J(j,j')=\delta_{jj'}\big[-B_{1s}-B_{2p_j}+F^0_j\big]+W_J(j,j')\,G^1_{jj'}.$$
Here $B=c^2-E$ is a binding energy, $F^0_j$ the direct integral and $G^1_{jj'}$ the exchange integral. The SMS is small in $1/M$, so it is averaged over the eigenvectors of $H_J$.

## (h) Two limits of the mixing

*Find the SMS for $c\to\infty$, and for fine structure large compared with Coulomb exchange.*

**Solution.** For $c\to\infty$, $Q$ and $T$ vanish. With $P_{1s}=2Z^{3/2}re^{-Zr}$ and $P_{2p}=(Z^{5/2}/2\sqrt6)\,r^2e^{-Zr/2}$,
$$\begin{aligned}R&=\int P_{1s}\Big(P_{2p}'+\frac{P_{2p}}r\Big)dr=\frac{Z^4}{\sqrt6}\int\Big(3r^2-\frac{Zr^3}{2}\Big)e^{-3Zr/2}dr\\&=\frac{Z}{\sqrt6}\Big(\frac{16}{9}-\frac{16}{27}\Big)=\frac{32Z}{27\sqrt6}.\end{aligned}$$
For $J=0,2$ the SMS is $-R^2/3M=-(512/6561)Z^2/M$. The $J=1$ matrix of $W$ has eigenvalues $\pm\sqrt{1/81+8/81}=\pm\frac13$. With the fine structure gone, $H_1$ is a constant plus $W_1G^1$, so energy and SMS share eigenvectors. The lower state, $^3P_1$, joins the other triplets, and $^1P_1$ has the opposite SMS.

If fine structure dominates, the $J=1$ states approach pure $1s2p_{1/2}$ and $1s2p_{3/2}$. The factors then tend to $-\frac19$ and $+\frac19$, a third of the former size. Fine structure grows as $Z^4/c^2$ at leading order and exchange as $Z$, so increasing $Z$ drives the ion from the first regime towards the second.

## (i) Numbers for $Z=30$

*Evaluate the shifts with hydrogenic Dirac orbitals, and separate the effects of relativity and mixing. Give coefficients of $1/M$ in hartree, with $M$ in electron masses.*

**Solution.** For the NMS, (c) gives $900/2=450$ for 1s and $900/8=112.5$ for $2p_{3/2}$. For $2p_{1/2}$, $\gamma=0.97574$ and $N^2=2+2\gamma=3.9515$, so the shift is $450/3.9515=113.88$. In 1s, $\langle p^2\rangle/2=496.46$ and $-\langle D\cdot p\rangle=-46.46$. Keeping $p^2$ alone would overestimate the 1s shift by 10%.

For the SMS, $R_{1/2}=14.971$, $T_{1/2}=-0.6284$, $R_{3/2}=14.609$ and $T_{3/2}=-0.2199$. Then
$$^3P_0:\ -\tfrac13\big[14.971^2-2(14.971)(0.6284)\big]=-74.71+6.27=-68.44,$$
$$^3P_2:\ -\tfrac13\big[14.609^2-2(14.609)(0.2199)\big]=-71.14+2.14=-69.00.$$
The nonrelativistic value is $-70.23$. Relativity enlarges the $p\cdot p$ part, but the $D$ terms more than undo this, so both results end up smaller in magnitude.

For $J=1$ the diagonal energies are $-562.448$ and $-560.864$ hartree, with coupling $0.482$ hartree. The mixing angle obeys
$$\tan2\theta=\frac{2(0.482)}{1.584}=0.609,\qquad \sin^2\theta=0.073,\qquad \sin2\theta=0.520.$$
The coupling is positive, so the lower state is $\cos\theta\,|\frac12\rangle-\sin\theta\,|\frac32\rangle$. The SMS matrix has diagonal elements $-22.81$, $23.00$ and off-diagonal element $64.82$:
$$^3P_1:\ 0.927(-22.81)+0.073(23.00)-0.520(64.82)\simeq-53.2.$$
The orthogonal state gives $+53.4$ for $^1P_1$.

To isolate the mixing, keep this angle but use the nonrelativistic $R^2=3(70.23)=210.7$ and $T=0$. This gives $210.7[(-0.927+0.073)/9-0.520(0.3143)]\simeq-54.4$. Of the change from $-70.2$ to $-53.2$, about 16 units thus come from the mixing angle and about 1 from the relativistic radial factors. The split depends slightly on the order: the relativistic matrix with the nonrelativistic angle $\sin^2\theta=\frac13$ gives $-68.6$, which assigns 1.6 units to the radial factors and 15.5 to the angle.

Adding the NMS and converting with $3609.5$ GHz u per unit gives the mass-shift constants $K$ of the whole levels:

- $^3P_0$: $563.88-68.44=495.44$, or $K\simeq1.79\times10^6$ GHz u.
- $^3P_1$: $563.8-53.2=510.6$, or $1.84\times10^6$ GHz u.
- $^3P_2$: $562.5-69.0=493.5$, or $1.78\times10^6$ GHz u.
- $^1P_1$: $562.6+53.4=616.0$, or $2.22\times10^6$ GHz u.

A level is raised in frequency by $K/M$, with $M$ here in u. Replacing mass $M$ by $M'$ changes it by $K(1/M'-1/M)$; for a transition one takes the difference of two $K$ values.

These numbers belong to a limited model. Electron repulsion enters through the $J=1$ mixing alone; its effect on the orbitals, and mixing with other configurations, are corrections of relative order $1/Z$. They are not negligible at $Z=30$: in the nonrelativistic limit, correlated wave functions give an SMS of about $-66.0$ for $^3P$ and $+65.3$ for $^1P$ instead of $\mp70.2$, and an NMS of about $555.8$ and $554.8$ instead of $562.5$. The SMS thus moves by 4 to 5 units, more than the relativistic changes found for $^3P_0$ and $^3P_2$, and the totals move by about 0.5% for $^3P$ and 2% for $^1P$. The Breit interaction between the electrons is also omitted; with the same orbitals it lowers $\sin^2\theta$ from $0.073$ to about $0.063$ and changes the $J=1$ SMS values to about $-51.3$ and $+51.5$. Nuclear size and higher-order recoil are left out as well. The digits shown serve to trace the arithmetic; further ones are in the numerical output.

The point-nucleus formulas themselves have a limit. Near the origin the separate NMS integrands behave as $r^{2\gamma-2}$, so for $|\kappa|=1$ they converge if $\gamma>\frac12$, that is, $Z<\sqrt3\,c/2\simeq118.7$.

## Numbers as computed

```
Z = 30, c = 137.035999 a.u.
3D tests, largest error: NMS 3.1e-10, SMS 2.2e-11 Eh me/M
Dirac equation, relative residual: 3.8e-12
1s: binding energy 455.524906 Eh, gamma 0.975743
1s: <p^2>/2 496.459899, -<D.p> -46.459899, NMS 450.000000 Eh me/M
2p1/2: binding energy 114.228643 Eh, gamma 0.975743
2p1/2: <p^2>/2 118.691972, -<D.p> -4.810746, NMS 113.881227 Eh me/M
2p3/2: binding energy 112.839015 Eh, gamma 1.987982
2p3/2: <p^2>/2 114.322701, -<D.p> -1.822701, NMS 112.500000 Eh me/M
1s-2p1/2: R 14.971265, T -0.628390 a.u.
1s-2p1/2: F0 7.477414, G1 1.546985 Eh
1s-2p3/2: R 14.608887, T -0.219874 a.u.
1s-2p3/2: F0 7.330404, G1 1.521437 Eh
G1 between 2p1/2 and 2p3/2: 1.534133 Eh
W_0(1/2,1/2) = -0.333333
W_1(1/2,1/2) = -0.111111
W_1(3/2,3/2) = 0.111111
W_1(1/2,3/2) = 0.314270
W_2(3/2,3/2) = -0.333333
J=1 energy matrix: -562.448022, -560.864469, off-diagonal 0.482132 Eh
J=1 SMS matrix: -22.813687, 22.999485, off-diagonal 64.815499 Eh me/M
3P1: weight of 1s2p1/2 0.927056, of 1s2p3/2 0.072944
1P1: weight of 1s2p1/2 0.072944, of 1s2p3/2 0.927056
conversion: 1 Eh me/M = 3609.482407 GHz u
3P0: energy -562.791797 Eh, NMS 563.881227 Eh me/M
3P0: SMS p.p -74.712921, D.p 6.271859, sum -68.441062 Eh me/M
3P0: NMS+SMS 495.440165 Eh me/M = 1788282.56 GHz u
3P1: energy -562.583263 Eh, NMS 563.780474 Eh me/M
3P1: SMS p.p -57.106281, D.p 3.924558, sum -53.181723 Eh me/M
3P1: NMS+SMS 510.598752 Eh me/M = 1842997.21 GHz u
3P2: energy -561.540664 Eh, NMS 562.500000 Eh me/M
3P2: SMS p.p -71.139864, D.p 2.141408, sum -68.998455 Eh me/M
3P2: NMS+SMS 493.501545 Eh me/M = 1781285.14 GHz u
1P1: energy -560.729229 Eh, NMS 562.600752 Eh me/M
1P1: SMS p.p 55.915261, D.p -2.547741, sum 53.367520 Eh me/M
1P1: NMS+SMS 615.968273 Eh me/M = 2223326.64 GHz u
3P0 nonrelativistic limit: NMS 562.5000, SMS -70.2332 Eh me/M
1P1 nonrelativistic limit: NMS 562.5000, SMS 70.2332 Eh me/M
```
